\section*{Maxwell's Conductivity Formula Realised Exactly by Coated Spheres with Insulating Cores, part 2}

A bounded open region $\Omega$, whose boundary has zero volume, contains countably many closed balls $B_i$ with non-overlapping interiors, outer radii $b_i$ and concentric cores of radius $a_i$. The theorem to be proved assumes:

\begin{enumerate}
\item All balls have the same $a_i^3/b_i^3=\phi$, with $0\le\phi<1$.
\item The cores insulate; the isotropic shells have constant conductivity $k_s$.
\item Heat conduction is steady, without sources, and obeys Fourier's law down to the smallest ball. Temperature and normal flux are continuous where solid meets solid.
\item The balls fill $\Omega$ up to zero volume (possible by Lemma 4).
\item On the outer boundary $T=Gz$, with constant $G$.
\end{enumerate}

It states that the porosity is $\phi$ and that, for every such arrangement and size distribution,
\begin{equation}
k_e=k_s\frac{2(1-\phi)}{2+\phi}.
\label{eq:ke2}
\end{equation}
Here $\langle\mathbf q\rangle=-k_eG\hat{\mathbf z}$ defines $k_e$, $\mathbf q$ is the heat flux, angle brackets average over $\Omega$, and $|\cdot|$ is volume.

\paragraph{Lemma 1.} Let $r,\theta$ be measured from a ball's centre and the $z$ axis. With surface temperature $Gr\cos\theta$ at $r=b$, the shell has $T=(Ar+B/r^2)\cos\theta$, $B=\tfrac12Aa^3$, $A=2G/(2+\phi)$. At $r=b$ the radial derivative on the solid side is $(k_e/k_s)G\cos\theta$, so the ball is neutral: it leaves a uniform gradient in a medium of conductivity $k_e$ undisturbed. The largest gradient in the solid is
\begin{equation}
|\nabla T|_{\max}=\frac32A=\frac{3G}{2+\phi}.
\label{eq:maxgrad}
\end{equation}

For cores of conductivity $k_p$,
\begin{equation}
k_e=k_s\,\frac{2k_s+k_p-2\phi(k_s-k_p)}{2k_s+k_p+\phi(k_s-k_p)} .
\label{eq:general}
\end{equation}

A temperature is admissible if its squared gradient has a finite integral. Test functions $v$ are admissible and vanish on the boundary of $\Omega$. With local conductivity $k$, the heat equation is
\begin{equation}
\int_\Omega k\,\nabla T\cdot\nabla v\,dV=0\quad\text{for every test function }v .
\label{eq:weak}
\end{equation}

The final table also lists earlier checks: radial integration for Lemma 1; the dipole $D$ in the outside temperature $(Gr+D/r^2)\cos\theta$, for balls in the medium suited to $\phi=0.30$; and the filling of a unit cube by successive generations of balls.

\subsection{Proof of the theorem}

\paragraph{Construction of the temperature.} In each ball let $T$ be the field of Lemma 1, with $Gz_i$ added, where $z_i$ is the height of the centre. In the core continue it as $\tfrac32Ar\cos\theta+Gz_i$, which joins the shell temperature continuously. This choice has no effect on the flux, since the core does not conduct. Define
\begin{equation}
u_i=T-Gz\ \text{ in }B_i,\qquad u_i=0\ \text{ outside }B_i .
\end{equation}
On the surface of $B_i$ the temperature is $Gz$, so $u_i$ is continuous there. All balls have the same shape up to scale, and the gradient of $u_i$ does not change under scaling. There is hence a number $c$, the same for all balls, such that
\begin{equation}
\int|\nabla u_i|^2\,dV=c\,G^2|B_i| .
\end{equation}
The functions $u_i$ live in non-overlapping balls, so their square integrals add. The sum is $cG^2\sum_i|B_i|=cG^2|\Omega|$, which is finite. The series
\begin{equation}
T=Gz+\sum_iu_i
\label{eq:sum}
\end{equation}
therefore converges to an admissible temperature with boundary value $Gz$. The points outside all balls have zero total volume and contribute nothing to any of the integrals.

\paragraph{The heat equation.} Take a smooth test function first. In the shell of $B_i$ the temperature satisfies Laplace's equation, and the derivative normal to the pore surface vanishes. Integration by parts leaves the outer surface only:
\begin{align}
\int_{B_i}k\nabla T\cdot\nabla v\,dV
&=k_s\oint_{r=b_i}v\,\frac{\partial T}{\partial r}\,dS
=k_eG\oint_{r=b_i}v\cos\theta\,dS\nonumber\\
&=k_eG\int_{B_i}\frac{\partial v}{\partial z}\,dV .
\label{eq:identity}
\end{align}
The second equality is Lemma 1. The third is the divergence theorem for the vector $v\hat{\mathbf z}$, whose outward component is $v\cos\theta$. The first and last members depend continuously on $\nabla v$ in the mean-square sense, so the identity extends to all admissible $v$. Summation over the balls, which fill $\Omega$, gives
\begin{equation}
\int_\Omega k\nabla T\cdot\nabla v\,dV
=k_eG\int_\Omega\frac{\partial v}{\partial z}\,dV=0 ,
\end{equation}
because $v$ vanishes on the boundary of $\Omega$. Thus (\ref{eq:weak}) holds, and (\ref{eq:sum}) solves the problem for the entire assemblage.

Identity (\ref{eq:identity}) was tested by quadrature for an off-centre ball with $\phi=0.30$ and $v=\exp(0.4x-0.7y+1.1z)$. The two sides agreed to a relative error of $7\times10^{-16}$.

\paragraph{Uniqueness.} Let $w$ be the difference of two solutions. It vanishes on the boundary and may serve as test function, so $\int k|\nabla w|^2\,dV=0$. Then $\nabla w=0$ in the solid, and the flux is unique. The temperature inside an insulating core remains arbitrary.

\paragraph{The effective conductivity.} Inside a single ball, (\ref{eq:identity}) holds for any smooth $v$, whether or not it vanishes on the surface. The choices $v=x$, $y$ and $z$ give the integrated flux of the ball,
\begin{equation}
\int_{B_i}\mathbf q\,dV=-k_eG|B_i|\,\hat{\mathbf z}.
\label{eq:ballflux}
\end{equation}
The sum over all balls, divided by $|\Omega|$, is $\langle\mathbf q\rangle=-k_eG\hat{\mathbf z}$. The pore volume is $\sum_i\phi|B_i|=\phi|\Omega|$, so the porosity is $\phi$. This proves the theorem. $\square$

The choice $v=T$ gives a second route to the same number. The mean of $\partial T/\partial z$ over a ball is $G$, because $u_i$ vanishes on the surface, and so
\begin{equation}
\int_{B_i}k|\nabla T|^2\,dV=k_eG^2|B_i| .
\label{eq:diss}
\end{equation}
The conductivity defined by mean flux and that defined by $\int k|\nabla T|^2dV$ coincide. Nothing in the proof singles out the $z$ axis, so the assemblage is isotropic in its effective conduction even if its arrangement is not.

\subsection{Finite packings}

Suppose that finitely many similar coated balls have been placed and that the leftover fraction $\varepsilon$ of the volume is filled with the solid. The porosity is then $(1-\varepsilon)\phi$. Define the conductivity $k$ of this sample by $k=-\langle q_z\rangle/G$.

\paragraph{Proposition.}
\begin{equation}
\left[\frac{1-\varepsilon}{k_e}+\frac{\varepsilon}{k_s}\right]^{-1}
\le k\le(1-\varepsilon)k_e+\varepsilon k_s .
\label{eq:bounds}
\end{equation}

\paragraph{Proof.} Let $T$ be the true temperature of the sample. By (\ref{eq:weak}) with $v=T-Gz$,
\begin{equation}
\int k|\nabla T|^2dV=G\int k\frac{\partial T}{\partial z}dV=kG^2|\Omega| ,
\end{equation}
where $k$ without an integral sign is the sample value. For another temperature $T+w$ with the same boundary values, the mixed term vanishes by (\ref{eq:weak}), and the integral rises by $\int k|\nabla w|^2dV\ge0$. Any trial temperature thus gives an upper bound. Use the neutral field in the balls and $Gz$ in the leftover solid. By (\ref{eq:diss}) the trial integral is $[(1-\varepsilon)k_e+\varepsilon k_s]G^2|\Omega|$.

For the lower bound take a trial flux $\mathbf p$. It is the neutral flux in the balls and $-k_eG\hat{\mathbf z}$ in the leftover. Its normal component is continuous by Lemma 1, so $\int\mathbf p\cdot\nabla v\,dV=0$. With $v=T-Gz$ and (\ref{eq:ballflux}),
\begin{equation}
\int\mathbf p\cdot\nabla T\,dV=G\int p_z\,dV=-k_eG^2|\Omega| .
\end{equation}
The Cauchy--Schwarz inequality, applied in the solid, where alone $\mathbf p$ differs from zero, gives
\begin{equation}
k_e^2G^4|\Omega|^2\le
\int\frac{|\mathbf p|^2}{k_s}dV\int k|\nabla T|^2dV
=\left[(1-\varepsilon)k_e+\varepsilon\frac{k_e^2}{k_s}\right]kG^4|\Omega|^2 .
\end{equation}
Division by the bracket, and by $k_e^2$ above and below, yields the left side of (\ref{eq:bounds}). $\square$

Both bounds tend to $k_e$ as $\varepsilon\to0$. The material in the gaps matters, however small their volume. If the gaps are empty and the shells do not touch, no heat passes at all.

A finite-volume calculation tested these statements. Two balls of outer radii $0.90$ and $0.55$, both with $\phi=0.30$, lay on the axis of a cylinder of radius 1 and length 3, with insulated side and fixed end temperatures. The uniform field satisfies these conditions too, and the proofs above carry over. The leftover fraction was $0.6021$. With leftover conductivity $k_e$, the computed $k/k_s$ was $0.6055$ for 60 cells per radius and $0.6071$ for 120, against $0.6087$ from (\ref{eq:ke2}). The finer value is $0.26\,\%$ below the formula. When the smaller ball was given the pore fraction $0.60$, the result fell to $0.5806$, and the root-mean-square disturbance in the leftover rose from $0.00042$ to $0.04777$, in units of $G$ times the cylinder radius. With solid leftover the result was $0.8258$, between the bounds $0.7963$ and $0.8443$. The values $0.5806$ and $0.8258$ are also low by mesh errors of $0.2$ to $0.3\,\%$; the converged values are $0.582$ and $0.827$. The disturbance $0.04777$ shifts by about $10^{-4}$ on convergence and should be read as $0.048$. The disturbance $0.00042$ is itself a mesh error, since the exact value for similar balls is zero.

\subsection{Example: a porous titania layer}

Consider a layer $500\,\mu$m thick near $1000$ K, with a temperature drop of $100$ K, porosity $0.30$ and oxygen at 1 atm in the pores. Outer radii run from $0.1$ to $5\,\mu$m. The dense solid is given $k_s=3.0$ W/(m\,K). This and the other material inputs are rough typical values. Then
\begin{equation}
k_e=3.0\times\frac{2\times0.70}{2.30}=1.83\ \text{W/(m\,K)} .
\end{equation}
The applied gradient is $100/500=0.200$ K/$\mu$m, and (\ref{eq:maxgrad}) gives a largest local gradient of $0.261$ K/$\mu$m. The heat flux is $0.365$ MW/m$^2$, against $0.600$ MW/m$^2$ for a dense layer with the same thickness and temperature drop.

\paragraph{Gas.} With $k_p=0.07$ W/(m\,K) for oxygen, (\ref{eq:general}) raises $k_e$ by $1.9\,\%$. This is an upper estimate: the molecular mean free path, about $0.25$ to $0.3\,\mu$m depending on the molecular diameter assumed, exceeds the smallest pore radius, $0.067\,\mu$m, and walls that cut the path short reduce conduction.

\paragraph{Radiation across pores.} Two points on a sphere of radius $a$ see each other at equal angles $\psi$ to their normals, at distance $2a\cos\psi$. The exchange factor $\cos^2\psi/[\pi(2a\cos\psi)^2]=1/(4\pi a^2)$ is constant, so a black wall is irradiated uniformly. If its temperature is $T_0+ga\cos\theta$ with a small second term, it loses the net flux $4\sigma T_0^3ga\cos\theta$, where $\sigma$ is the Stefan--Boltzmann constant. A conducting core would take up $k_pg\cos\theta$, hence $k_p=4\sigma T_0^3a$. This grows with $a$ and breaks similarity. Even for the largest pore, $a=3.35\,\mu$m, it is $0.00076$ W/(m\,K) and changes $k_e$ by $0.02\,\%$. This is an order of magnitude only: it assumes black walls and ray optics, while thermal wavelengths near $1000$ K are about $3\,\mu$m, comparable with the largest pore radius and longer than the smaller ones.

\paragraph{Radiation through the solid.} Titania may transmit part of the infrared. In a medium of refractive index $n$ the photon energy density is $4n^3\sigma T^4/c$, with $c$ the speed of light in vacuum. Diffusion with speed $c/n$ and path $l$ has diffusivity $cl/(3n)$, and the product with the temperature derivative of the density is $16n^2\sigma T^3l/3$. Pores of radius $a$ have number density $3\phi/(4\pi a^3)$ and cross-section $\pi a^2$, so $l=4a/(3\phi)$ if the pores are sparse. For $n=2.4$ and the largest pores, $l=14.9\,\mu$m and the contribution is $0.026$ W/(m\,K), or $1.4\,\%$ of $k_e$. At this porosity the pores are not sparse: the mean straight path in the solid between them is shorter by the factor $1-\phi=0.70$, which lowers the contribution to about $1.0\,\%$. Either value is an order of magnitude only, since absorption, wave effects and the spread of pore sizes are ignored. Neither is an upper limit. Pores much smaller than the wavelength scatter far less than the cross-section $\pi a^2$ implies, and a transparent layer containing only the smallest pores could have a path near $100\,\mu$m and a contribution of order $10\,\%$ of $k_e$.

\paragraph{Properties of the solid.} If $k_s\propto1/T$, the constant flux through the layer involves the mean of $k_e$ over temperature, $k_e(T_0)T_0\ln(T_2/T_1)/(T_2-T_1)$. Between $950$ and $1050$ K this exceeds the central value by $0.08\,\%$. Crystal axes with conductivity ratio $1.4$, oriented at random and independently of the pores, can be treated with the two trial fields above. They replace $k_s$ by the arithmetic mean of the principal conductivities in the upper bound and by the harmonic mean in the lower. These differ by $2.5\,\%$. The kinetic relation $k_s=Cv\Lambda/3$, with heat capacity $C$ per volume and sound speed $v$, gives a phonon path $\Lambda\approx0.4$ nm, about $1.3\,\%$ of the thinnest shell, $33$ nm. Phonons with longer paths than this average would feel the shells more. Thermal resistance at grain boundaries and at contacts between shells is excluded by assumption 3. Boundaries with resistance $R$ for unit area and spacing $d$ lower $k_s$ by the factor $1/(1+k_sR/d)$, which is already $3\,\%$ for $R=10^{-9}$ m$^2$K/W and $d=0.1\,\mu$m. Fourier's law must fail before the sizes reach zero, so a real packing stops. If it left $1\,\%$, filled with solid, (\ref{eq:bounds}) would give $1.833$ to $1.838$ W/(m\,K). The value $1\,\%$ is only an illustration and is probably too small for the stated range of radii: filling the gaps of a close packing of the largest balls with the largest ball that fits leaves several per cent. For $\varepsilon=0.06$, with the porosity then reduced to $0.28$, the bounds are $1.87$ and $1.90$ W/(m\,K).

\paragraph{Comparison with real layers.} Real layers need not have spherical pores. Sprayed ceramic coatings, for instance, can contain flat pores and cracks, to which the theorem does not apply. A uniform trial flux in the Cauchy--Schwarz argument gives a lower limit for any pore shape. With the present porosity and the bulk conductivity of oxygen, which very narrow gaps would reduce, it is $1/(0.70/3.0+0.30/0.07)\approx0.2$ W/(m\,K), reached by continuous gas layers across the heat flow. Pore shape can thus lower the result by far more than the other effects estimated here. Equation (\ref{eq:ke2}) can serve as an estimate for closed, nearly spherical pores well wrapped in solid. Its exactness is proved here only for the assemblage of the theorem; in other arrangements, such as equal pores on a lattice, the conductivity can differ from it, and the difference can grow as the pores come close together. The computed values are collected in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
k_e/k_s from radial integration and from formula:
  phi=0.10: 0.85714  0.85714
  phi=0.30: 0.60870  0.60870
  phi=0.50: 0.40000  0.40000
  phi=0.70: 0.22222  0.22222
  phi=0.90: 0.06897  0.06897
  phi=0.99: 0.00669  0.00669
outside dipole/(G b^3), similar sphere: 4e-12
outside dipole/(G b^3), phi=0.60 sphere: 0.1974
weak identity, relative error: 7e-16
cylinder k/k_s, 60 cells per radius: 0.6055
cylinder k/k_s, 120 cells per radius: 0.6071
cylinder mesh shift: 0.27 %
cylinder minus formula: -0.26 %
cylinder k/k_s, one mismatched sphere: 0.5806
outside rms disturbance, similar: 0.00042 cyl. radius*G
outside rms disturbance, mismatch: 0.04777 cyl. radius*G
cylinder leftover fraction: 0.6021
solid leftover k/k_s: 0.8258
  its bounds: 0.7963 to 0.8443
unit cube left after first ball: 0.4764
share of remainder in small cubes: 0.8766
unit cube left after second generation: 0.2577
generations that guarantee below 1 % left: 16
input k_s: 3.0 W/(m K), porosity: 0.30
input T: 1000 K, drop: 100 K
input thickness: 500 um
input outer radii: 0.1 to 5.0 um
pore radii: 0.0669 to 3.347 um
k_e: 1.8261 W/(m K)
applied gradient: 0.200 K/um
largest local gradient: 0.2609 K/um
heat flux, porous: 0.3652 MW/m^2
heat flux, dense: 0.6000 MW/m^2
input oxygen conductivity: 0.07 W/(m K)
input O2 diameter: 0.35 nm, at 1 atm
oxygen mean free path: 0.250 um
oxygen changes k_e by: +1.94 %
pore radiation k_p, largest pore: 0.00076 W/(m K)
pore radiation changes k_e by: +0.021 %
input refractive index: 2.4
photon path: 14.9 um, k: 0.0259 W/(m K)
photon diffusion relative to k_e: 1.4 %
1/T law changes mean k_e by: +0.083 %
input crystal conductivity ratio: 1.4
anisotropy bounds differ by: 2.54 %
input density: 4200 kg/m^3, sound: 5500 m/s
input molar mass: 79.9 g/mol
phonon path: 0.42 nm
thinnest shell: 33.1 nm
phonon path/thinnest shell: 1.26 %
1 % solid leftover, k: 1.8333 to 1.8378 W/(m K)
\end{verbatim}
